\section*{Statistical error of a truncated Green-Kubo heat conductivity}

Let $J(u)$ be one Cartesian component of the heat flux, in energy per area and time, in an equilibrium simulation cell of volume $V$ at temperature $\Theta$. The letter $T$ is kept for the length of the recorded trajectory. The flux is taken to be stationary, with a mean known to be zero, and Gaussian: its values at any set of times have a joint normal distribution. Its correlation function and the integral of that function are
\begin{equation}
C(s)=\langle J(0)J(s)\rangle ,\qquad S_0=\int_{-\infty}^{\infty}C(s)\,ds>0 .
\end{equation}
Stationarity makes $C$ even. The Green-Kubo formula for the conductivity is
\begin{equation}
\kappa=\frac{V}{k_B\Theta^2}\int_0^\infty C(s)\,ds=\frac{V}{k_B\Theta^2}\,\frac{S_0}{2}.
\label{gk}
\end{equation}
A simulation supplies one record, $0<u<T$, from which one forms the estimates
\begin{equation}
\hat C(s)=\frac{1}{T-s}\int_0^{T-s}J(u)J(u+s)\,du,\qquad I(t)=\int_0^t\hat C(s)\,ds .
\label{est}
\end{equation}
The time $t$ is the cut of the integral. Let $\tau$ stand for the time over which $C$ decays. The result to be derived is that for $\tau\ll t\ll T$ the standard deviation of $I(t)$, relative to its plateau value $S_0/2$, is
\begin{equation}
\frac{\delta\kappa}{\kappa}\simeq 2\sqrt{\frac{t}{T}} .
\label{main}
\end{equation}
The prefactor in \eqref{gk} cancels in this ratio. The error is statistical; what is lost by stopping the integral at $t$ is a separate, systematic error.

The mean comes first. Because $\hat C$ is divided by the usable length $T-s$, $\langle\hat C(s)\rangle=C(s)$ at every lag, and $\langle I(t)\rangle=\int_0^tC\,ds$. This is close to $S_0/2$ once $t$ is several times longer than every relaxation time that contributes appreciably.

The variance needs the covariance of $\hat C$ at two lags $s$ and $s'$, and hence a four-time average. For a Gaussian variable of zero mean, such an average is the sum over the three pairings:
\begin{align}
\langle J(u)J(u+s)J(v)J(v+s')\rangle={}&C(s)C(s')+C(v-u)\,C(v-u+s'-s)\nonumber\\
&+C(v-u+s')\,C(v-u-s).
\end{align}
The first term is the product of the means and drops out of the covariance. The others depend on $x=v-u$ alone and vanish when $|x|$ is large. For $\tau,t\ll T$ the double time average $T^{-2}\int\!\int du\,dv$ therefore becomes $T^{-1}\int dx$, taken over the whole line. With the convolution
\begin{equation}
D(s)=\int_{-\infty}^{\infty}C(x)\,C(s-x)\,dx,\qquad \int_{-\infty}^{\infty}D(s)\,ds=S_0^2 ,
\end{equation}
and the evenness of $C$, the two integrals over $x$ are $D(s-s')$ and $D(s+s')$, so
\begin{equation}
\mathrm{Cov}[\hat C(s),\hat C(s')]=\frac{1}{T}\left[D(s-s')+D(s+s')\right].
\label{cov}
\end{equation}
At $s=s'\gg\tau$ the variance of $\hat C$ is $D(0)/T$, independent of the lag as long as $s\ll T$. The signal $C(s)$ dies away but its noise does not, and this is why the error grows with the cut.

Now integrate \eqref{cov} over $0<s,s'<t$. The two terms can be joined by extending both lags to negative values. Over the square $-t<s,s'<t$, the integral of $D(s-s')$ has four quadrants. Two have lags of equal sign and give $\int\!\int D(s-s')$ over the positive square; two have lags of opposite sign and give $\int\!\int D(s+s')$ over it. The large square thus counts the wanted sum twice, and
\begin{equation}
\mathrm{Var}\,I(t)=\frac{1}{2T}\int_{-t}^{t}\!\int_{-t}^{t}D(s-s')\,ds\,ds'
=\frac{1}{2T}\int_{-2t}^{2t}(2t-|x|)\,D(x)\,dx ,
\label{var}
\end{equation}
since the line $s-s'=x$ is met by a range $2t-|x|$ of values of $s$. When $t\gg\tau$, $D$ has decayed long before $|x|=2t$ and the limits may be moved to infinity. Define
\begin{equation}
m=\frac{1}{S_0^2}\int_{-\infty}^{\infty}|x|\,D(x)\,dx .
\end{equation}
Then
\begin{equation}
\mathrm{Var}\,I(t)\simeq\frac{S_0^2}{2T}(2t-m),\qquad
\frac{\mathrm{Var}\,I(t)}{(S_0/2)^2}\simeq\frac{4t-2m}{T}.
\label{rel}
\end{equation}
For $t\gg |m|$ the square root is \eqref{main}. The shape of $C$ has disappeared from the leading term and survives in the offset $2m$.

The factor 2 has a simple reading. The variance of a Gaussian variable of known zero mean, estimated from $n$ independent samples, has relative variance $2/n$. Equating this to $4t/T$ gives $n=T/(2t)$: the record is worth as many independent samples as it contains blocks of length $2t$. Cutting a fixed total length into several records, each still much longer than $t$, leaves the error of the average unchanged at this order, because the larger variance of each record is compensated by their number.

The opposite limit, $t\ll\tau$, shows where the square-root law begins. In \eqref{var} $D(x)$ may then be replaced by $D(0)$, and the remaining integral is $4t^2$, so that $\mathrm{Var}\,I=2t^2D(0)/T$. The mean is $C(0)\,t$. The error relative to this mean is $\sqrt{2D(0)/T}/C(0)$, which does not depend on $t$. The growth as $\sqrt t$ is a property of the region where noise is still being added but signal is not.

For the exponential function $C(s)=\sigma^2e^{-|s|/\tau}$ the offset can be found in closed form. Take $s>0$ and split the convolution at $x=0$ and $x=s$. The outer regions each give $\sigma^4(\tau/2)e^{-s/\tau}$; in the middle region the integrand is constant and gives $\sigma^4s\,e^{-s/\tau}$. Hence
\begin{equation}
D(s)=\sigma^4(\tau+|s|)e^{-|s|/\tau},\qquad S_0=2\sigma^2\tau .
\end{equation}
The first moment is $2\sigma^4(\tau\cdot\tau^2+2\tau^3)=6\sigma^4\tau^3$. Division by $S_0^2=4\sigma^4\tau^2$ gives $m=3\tau/2$, and the relative variance is
\begin{equation}
\frac{4t-3\tau}{T}.
\label{exp}
\end{equation}

The offset may also have the other sign. Take $C(s)=\sigma^2e^{-|s|/\tau}\cos(2s/\tau)$ and set $\sigma=\tau=1$ for the calculation. Then $C=\tfrac12(e^{-a|s|}+e^{-b|s|})$ with $a=1-2i$ and $b=1+2i$. For $s>0$ the convolution of $e^{-a|s|}$ with itself is $(1/a+s)e^{-as}$, and that with $e^{-b|s|}$ is $2(a\,e^{-bs}-b\,e^{-as})/(a^2-b^2)$. Their first moments over $s>0$ are
\begin{equation}
\frac{3}{a^3}\qquad\text{and}\qquad \frac{2(a^2+ab+b^2)}{a^2b^2(a+b)} .
\end{equation}
Here $a^3=-11+2i$, so the real part of $3/a^3$ is $-33/125=-0.264$. With $ab=5$, $a+b=2$ and $a^2+b^2=-6$, the second moment is $-2/50=-0.04$. The square of $C$ under convolution contains the $aa$, $bb$ and twice the $ab$ term, each with weight $1/4$, and both signs of $s$ count equally. The integral of $|s|D$ is therefore $2\cdot\tfrac14[2(-0.264)+2(-0.04)]=-0.304$. Since $S_0=2\,\mathrm{Re}(1/a)=0.4$, $m=-0.304/0.16=-1.9$ in units of $\tau$. The relative variance is $(4t+3.8\tau)/T$, larger than the leading term.

When $t/T$ is not very small, the loss of time origins at large lag matters. The part of the covariance near $s=s'$ has the prefactor $1/(T-s)$ instead of $1/T$, and the leading term becomes
\begin{equation}
4\int_0^t\frac{ds}{T-s}=-4\ln\!\left(1-\frac tT\right)=\frac{4t}{T}\left(1+\frac{t}{2T}+\dots\right).
\label{log}
\end{equation}
Corrections of relative order $\tau/T$ from the ends of the record remain.

These formulas can be compared with a calculation that makes none of the long-time approximations. On a time grid, $I(t)$ is a quadratic form in the recorded fluxes, and for Gaussian fluxes its variance is a trace of matrices. The numerical output gives this trace for $T=200\tau$. For the exponential function the relative error is 0.434 at $t=10\tau$ and 0.635 at $t=20\tau$, where $2\sqrt{t/T}$ is 0.447 and 0.632. At the shorter cut the offset $-3\tau$ lowers the error; at the longer one the logarithm in \eqref{log} slightly outweighs it. For the oscillating function the errors are 0.475 and 0.666, above the leading law at both cuts, as the negative $m$ requires.

Equation \eqref{cov} also tells how a single curve $I(t)$ behaves beyond the correlation time. For $t_1,\,t_2-t_1\gg\tau$, the variance of the increment $I(t_2)-I(t_1)$ contains $D(s-s')$ alone, because $D(s+s')$ is negligible at large lags. With $L=t_2-t_1$,
\begin{equation}
\mathrm{Var}[I(t_2)-I(t_1)]\simeq\frac1T\int_{-L}^{L}(L-|x|)D(x)\,dx\simeq\frac{S_0^2}{T}(L-m).
\end{equation}
Relative to $(S_0/2)^2$ this is $(4L-4m)/T$, or $(4L-6\tau)/T$ in the exponential case. The mean square displacement grows linearly with $L$, as for a random walk. The increment is nearly uncorrelated with what came before: subtracting the variances of $I(t_1)$ and of the increment from that of $I(t_2)$ leaves $4m/T$ in relative units. This is twice the covariance, so the covariance is $2m/T$ and does not grow with $t$. A stretch of the curve that looks flat over a length $L$ bounds the noise gathered in that stretch, not the noise gathered before it. A plateau in one curve is therefore no evidence that its height is right to better than \eqref{main} with $t$ taken at the start of the plateau.

In 8000 simulated Gaussian records with exponential $C$ and $T=400\tau$, the relative variance multiplied by $T/\tau$ was 38.1 at $t=10\tau$ and 80.3 at $20\tau$. The prediction, \eqref{exp} with the logarithm of \eqref{log}, is 37.5 and 79.1. The increment between these cuts gave 35.6, as predicted, and its correlation with $I(10\tau)$ was 0.09.

The Gaussian assumption entered through the pairings. If it is dropped, the four-time average gains the fourth cumulant $c_4$, the part not made of pairs. Since $\hat C$ is even when extended to negative lags, $I$ is half its integral over $-t<s<t$, and the variance gains
\begin{equation}
\frac{1}{4T}\int_{-t}^{t}\!ds\int_{-t}^{t}\!ds'\int_{-\infty}^{\infty}\!dx\;c_4(0,s,x,x+s')\;\longrightarrow\;\frac{K_4}{4T},
\end{equation}
where $K_4$ is the integral of $c_4$ over all three time differences, assumed finite. Division by $(S_0/2)^2$ gives $K_4/(S_0^2T)$, independent of $t$. The law \eqref{main} thus survives for non-Gaussian flux if $t\gg |K_4|/(4S_0^2)$. This argument does not apply if $c_4$ has not decayed within the range of lags used. The law can then fail, for instance if the strength of the fluctuations itself drifts slowly and strongly along the trajectory; a slowly decaying $c_4$ of small weight changes the variance little.

Random telegraph flux, which jumps between $+\sigma$ and $-\sigma$ at a constant rate, is a strongly non-Gaussian case with the same exponential $C$. For ordered times $t_1<t_2<t_3<t_4$ the number of jumps in separate intervals is independent, so the four-time average is $C(t_2-t_1)C(t_4-t_3)$. This is one of the three pairings, and $c_4$ is minus the other two. With successive gaps $p,q,r$,
\begin{equation}
c_4=-2\sigma^4e^{-(p+2q+r)/\tau},\qquad
\int_0^\infty\!\!\int_0^\infty\!\!\int_0^\infty c_4\,dp\,dq\,dr=-\sigma^4\tau^3 .
\end{equation}
There are 24 orderings of the four times, so $K_4=-24\sigma^4\tau^3$ and $K_4/S_0^2=-6\tau$. The relative variance becomes $(4t-9\tau)/T$. Simulated telegraph records of the same number and length gave 31.6 and 72.8 for its product with $T/\tau$, against predictions of 31.5 and 73.1. The constant has moved; the slope in $t$ has not.

For a numerical case take round parameters in the rough regime of crystalline silicon at 1000 K: $\kappa=30$ W/(m K), $\tau=10$ ps, a cell of 100 nm$^3$ with about 5000 atoms, a cut $t=100$ ps and a record $T=40$ ns. The value of $\tau$ is illustrative: with the classical heat capacity $c$ per volume, the kinetic formula $\kappa=cv^2\tau/3$ gives a root-mean-square carrier speed $v$ of only 2.1 km/s, or 2.9 km/s if only three of the six branches are counted as carriers. Both are below the sound speeds of silicon, so the real average relaxation time may well be shorter. For exponential $C$, $\kappa=V\sigma^2\tau/(k_B\Theta^2)$, and the flux has the root-mean-square value
\begin{equation}
\sigma=\sqrt{\frac{\kappa k_B\Theta^2}{V\tau}}=2.0\times10^{10}\ \mathrm{W/m^2}.
\end{equation}
The relative error for one component is
\begin{equation}
2\sqrt{\frac{100\ \mathrm{ps}}{40\,000\ \mathrm{ps}}}=0.10 ,
\end{equation}
or 3.0 W/(m K). In a cubic crystal the three components have equal conductivities and vanishing cross-correlations; if they are jointly Gaussian they are then independent, and their average has an error of $10\,\%/\sqrt3=5.8\,\%$, or 1.7 W/(m K). To reach a relative error $\epsilon=0.05$ with three components at the same cut, one needs
\begin{equation}
T=\frac{4t}{3\epsilon^2}=\frac{400\ \mathrm{ps}}{3\times0.0025}=53\ \mathrm{ns}.
\end{equation}
The offset $-3\tau$ changes the one-component error from 10.0 to 9.6 %, and the finite record changes it by only 0.01 percentage points. Subtracting the sample mean of the flux, whose variance is about $S_0/T$, would lower $I$ by about $S_0t/T$, a relative bias of $2t/T=0.5\,\%$.

The single relaxation time of this example is not realistic for a crystal, whose vibrations relax at different rates. A rough isotropic phonon model shows the size of the effect. Let the relaxation rate grow as the square of the wavenumber $q$, with equal speeds and classical heat capacities. The number of modes per interval of $q$ grows as $q^2$ and their relaxation time falls as $q^{-2}$, so each interval of $q$ carries the same conductivity. A cubic cell admits waves down to $q_{\min}=2\pi/V^{1/3}=1.35$ nm$^{-1}$, and above this value they are first treated as a continuum; the upper limit is the radius of a sphere that holds one wavevector per primitive cell. With two atoms per primitive cell there are 25 such cells per nm$^3$, and $q_{\max}=(6\pi^2\times25)^{1/3}=11.4$ nm$^{-1}$. Each interval of $q$ contributes equally to $\int_0^\infty C\,ds$, and to $C(0)$ in proportion to its rate. Keeping $\int_0^\infty C\,ds/C(0)=10$ ps therefore fixes the rate averaged over $q$ at 1/(10 ps). The average of $q^2$ is $(q_{\max}^2+q_{\max}q_{\min}+q_{\min}^2)/3=49$ nm$^{-2}$, so the slowest waves relax in 10 ps times the ratio of this average to $q_{\min}^2$, which is 268 ps. The cut at 100 ps then misses 7.6 % of the integral, where a single exponential would miss 0.005 %. The one-component noise from \eqref{var}, relative to the full integral, is 8.8 %, below the leading law because the cut is not much longer than the slower relaxation times, so that the offset still matters. To leave out no more than 1 % the cut must move to 367 ps. There $2\sqrt{t/T}$ is 19 %, close to the 18 % from \eqref{var}, and an error of 5 % with three components would take $4\times367\ \mathrm{ps}/0.0075$, about 200 ns. The continuum understates the weight of the slowest waves, because a periodic cubic cell has discrete wavevectors, six of them at $q_{\min}$. A sum over these, with the same average rate, gives 9.7 % missed at 100 ps, a cut of about 510 ps for 1 %, and a record of about 270 ns. These figures depend on the cell: for cubic cells of 4096 and 5832 atoms the cut is about 470 and 550 ps and the record about 250 and 290 ns. In this model the condition $t\gg\tau$ must be read with the slowest important relaxation time, not with the average one.

The continuum model puts 12 % of the bulk conductivity in waves too long for the cell; with discrete wavevectors the deficit is about 8 %. No longer trajectory repairs it. The model keeps the relaxation times fixed as the cell changes; a real periodic cell also lacks some scattering partners, which works in the opposite direction, so these figures are not a prediction of the size error in silicon. Quantum statistics, with a rough Debye temperature of 645 K, lowers the heat capacity by 2 % from its classical value at 1000 K; its effect on relaxation times is not included. For non-Gaussian flux, suppose that $M$ equal, independent telegraph-like sources add up. Then $K_4$ grows as $M$ and $S_0^2$ as $M^2$, so the cumulant term falls as $1/M$. Its size is $6\tau/(4t)=15\,\%$ of the leading variance for one source and 0.001 % for 15 000 equal ones, as many as there are vibrational modes. Phonons are not equal sources: in the discrete model the six wavevectors at $q_{\min}$, out of about 2500, carry about 6 % of the conductivity. Nor are they telegraph-like: the energy of a classical harmonic mode is exponentially distributed, and if it relaxes as the squared amplitude of a Gaussian process with exponential correlation, its $K_4/S_0^2$ is $+30\tau$ instead of $-6\tau$. With the shares of the discrete phonon model for one flux component, and three equal branches, the cumulant term is then only about 0.1 % of $4t/T$ at the 100 ps cut, which is shorter than the slowest relaxation times. Once $t$ is several times longer than these times the term settles at a constant offset of about 6 ps$/T$, so the leading law does not depend on it. Errors of the interatomic forces are outside all these estimates. In these rough models, with these parameters, the spread of relaxation times and the size of the cell matter more than the departure from the Gaussian form.

\section*{Table of computed values}
\begin{verbatim}
Exact traces, T = 200 tau
exponential C, t = 10 tau: exact error 0.4343, 2sqrt(t/T) 0.4472
exponential C, t = 20 tau: exact error 0.6347, 2sqrt(t/T) 0.6325
oscillating C, t = 10 tau: exact error 0.4748, 2sqrt(t/T) 0.4472
oscillating C, t = 20 tau: exact error 0.6660, 2sqrt(t/T) 0.6325
Simulation: 8000 records per process, T = 400 tau
Gaussian, t = 10 tau: T*rel.variance/tau = 38.09, predicted 37.51
Gaussian, t = 20 tau: T*rel.variance/tau = 80.29, predicted 79.07
Gaussian, I(20 tau)-I(10 tau): T*variance/tau = 35.63, predicted 35.56
Correlation of that step with I(10 tau): 0.089
telegraph, t = 10 tau: T*rel.variance/tau = 31.56, predicted 31.51
telegraph, t = 20 tau: T*rel.variance/tau = 72.79, predicted 73.07
Example inputs: kappa = 30 W/(m K), temperature = 1000 K
tau = 10 ps, cut t = 100 ps, record T = 40 ns
Cell volume = 100 nm^3, atom density = 50 nm^-3, atoms = 5000
rms flux of one component = 2.04e+10 W/m^2
Error, one axis = 10.00 % = 3.00 W/(m K)
Error, three axes = 5.77 % = 1.73 W/(m K)
Record for 5 % with three axes = 53.3 ns
Error with finite tau, one axis = 9.62 %
Error with finite record only, one axis = 10.01 %
Truncation bias, single exponential = 0.0045 %
Slow-phonon model: q_min = 1.354 nm^-1, q_max = 11.40 nm^-1
Slowest relaxation time in the cell = 268 ps
Truncation bias at the chosen cut = 7.6 %
Its one-axis error at the chosen cut = 8.80 %
Cut that leaves 1 % of the integral = 367 ps
One-axis error there: 2sqrt(t/T) = 19.1 %, frequency integral 18.4 %
Conductivity of long waves missing from the cell = 11.9 %
Debye temperature (rough) = 645 K; heat-capacity deficit = 2.0 %
Non-Gaussian share of variance: one source 15.0 %, 15000 sources 0.0010 %
\end{verbatim}
